# Grid-offset dependence of the lattice harmonic oscillator as a Mathieu bandwidth

Put a harmonic oscillator on a grid whose spacing is half the oscillator length, and compute the ground level with the three-point second difference. Shift the grid by half a spacing and compute it again. The level changes by $2.2\times10^{-13}\,\hbar\omega$, which suggests a converged result. Yet it lies $7.9\times10^{-3}\,\hbar\omega$ below the true value $\hbar\omega/2$. To judge the grid by its insensitivity to shifts, one must know what the shift measures. Here it measures tunnelling in momentum space, which is exponentially small, while the discretisation error is algebraic.

## The lattice problem and its Mathieu form

Take $\hbar=m=\omega=1$, so that energies are in $\hbar\omega$ and lengths in $\sqrt{\hbar/m\omega}$. The grid points are $x_j=h(j+\delta)$, with $j$ running over all integers and $\delta$ the offset in units of the spacing $h$. The equation is

$$-\frac{\psi_{j+1}-2\psi_j+\psi_{j-1}}{2h^2}+\tfrac12x_j^2\psi_j=E\psi_j .\qquad(1)$$

Define $\varphi(p)=\sum_j\psi_je^{-ipx_j}$. Differentiating twice gives $\sum_jx_j^2\psi_je^{-ipx_j}=-\varphi''$. Relabelling the sum gives $\sum_j\psi_{j\pm1}e^{-ipx_j}=e^{\pm ihp}\varphi$. Hence

$$-\tfrac12\varphi''+V\varphi=E\varphi,\qquad V(p)=\frac{1-\cos hp}{h^2}.\qquad(2)$$

The potential has period $P=2\pi/h$. Since $Px_j=2\pi(j+\delta)$,

$$\varphi(p+P)=e^{-2\pi i\delta}\varphi(p).\qquad(3)$$

The grid offset is therefore a Bloch phase. Conversely, a solution of (2) and (3) is smooth, so its Fourier coefficients decay rapidly and solve (1).

Now set $hp=2z+\pi$. Then $d/dp=(h/2)\,d/dz$ and $\cos hp=-\cos2z$. Multiplying (2) by $-8/h^2$ gives, with $y(z)=\varphi(p)$,

$$y''+(a-2q\cos2z)y=0,\qquad q=\frac4{h^4},\qquad E=\frac{h^2}{8}(a+2q).\qquad(4)$$

This map holds for every $h>0$. It relies on the potential in $x$ being quadratic: that is what makes (2) a second-order differential equation.

**The error common to all offsets.** For small $h$, $V=p^2/2-h^2p^4/24+\dots$. In oscillator state $n$,

$$p^2|n\rangle=\tfrac12\left[\sqrt{(n+1)(n+2)}\,|n+2\rangle+(2n+1)|n\rangle+\sqrt{n(n-1)}\,|n-2\rangle\right],$$

up to phases of the basis states. Its squared norm is $\langle p^4\rangle=\frac34(2n^2+2n+1)$. To first order the level shifts by

$$-\frac{h^2}{32}(2n^2+2n+1).\qquad(5)$$

## Why the offset sweeps one whole band

At fixed $\delta$ every level is simple. If $\psi$ and $\chi$ both decay and solve (1) at the same $E$, then $\psi_{j+1}\chi_j-\psi_j\chi_{j+1}$ is independent of $j$ and tends to zero, so they are proportional.

Let $D(E)$ be the trace of the matrix that carries $(\varphi,\varphi')$ across one period. This matrix has determinant one, so its eigenvalues are $e^{\pm2\pi i\delta}$ and

$$D(E)=2\cos2\pi\delta.\qquad(6)$$

Reflection gives $E_n(-\delta)=E_n(\delta)$, and relabelling the points gives $E_n(\delta+1)=E_n(\delta)$. By (6), one energy cannot occur at two offsets in $[0,\frac12]$. The continuous function $E_n(\delta)$ is thus strictly monotone there. Two different levels cannot share an energy either, because they would have to do so at the same $\delta$, against simplicity. As $\delta$ varies, $E_n$ therefore sweeps the $n$th band, with edges at $\delta=0$ and $\delta=\frac12$. Call its width $W_n$.

## The wave function under the barrier

Both derivations need the function $\chi$ that decays away from the well at $p=0$. Write $\chi=Ae^{-S}$ with $S'^2=2V$. For $0<p<P$ and $u=hp/2$,

$$S'=\frac2h\sin u,\qquad S=\frac4{h^2}(1-\cos u).$$

Inserting this in (2) leaves $A'S'+\frac12AS''-EA=\frac12A''$. Here $S''=\cos u$ and $A'S'=\sin u\,A_u$, while $A''=(h^2/4)A_{uu}$ is of higher order in $h$. With $E=n+\frac12+O(h^2)$,

$$\frac{A_u}{A}=\frac{n+\frac12(1-\cos u)}{\sin u}=\frac n{\sin u}+\frac12\tan\frac u2,
\qquad A=C\,\frac{\tan^n(u/2)}{\cos(u/2)}.\qquad(7)$$

In the range $1\ll p\ll h^{-1/2}$ this becomes $C(hp/4)^ne^{-p^2/2}$. There the normalised oscillator state is $2^np^ne^{-p^2/2}/\sqrt{2^nn!\sqrt\pi}$. Equating the two,

$$C^2=\left(\frac4h\right)^{2n}\frac{2^n}{n!\sqrt\pi}=\frac{2^{5n}}{h^{2n}n!\sqrt\pi}.\qquad(8)$$

The index $n$ is held fixed as $h\to0$, so the level lies far below the barrier top $2/h^2$.

## First derivation: the difference between two boundary conditions

The off-diagonal elements in (1) are negative, so by Sturm's theorem for such matrices the $n$th eigenvector has $n$ sign changes. At $\delta=0$ and $\delta=\frac12$ the grid is symmetric about $x=0$, and the parity is therefore $(-1)^n$. The function $\varphi$ inherits it.

Let $b=P/2=\pi/h$ be the zone boundary. Combining parity with (3) gives the condition at $b$:

- For even $n$, $\delta=0$ gives $\varphi'(b)=0$ (Neumann) and $\delta=\frac12$ gives $\varphi(b)=0$ (Dirichlet).
- For odd $n$, the two conditions are exchanged.

The condition at $p=0$ is the same for both members of a pair. Dirichlet trial functions form a smaller set, so the minimax principle puts the Dirichlet level above its Neumann partner. Therefore

$$E_n(\tfrac12)-E_n(0)=(-1)^nW_n,\qquad W_n=\frac{h^2}{8}(b_{n+1}-a_n).\qquad(9)$$

In the standard Mathieu notation, $a_n$ belongs to solutions even about $z=0$, which is the point $p=b$, and $b_{n+1}$ to solutions odd about it.

Multiply the equation for the Dirichlet solution $\varphi_D$ by the Neumann solution $\varphi_N$, subtract the same with the roles exchanged, and integrate:

$$W_n\int_0^b\varphi_D\varphi_N\,dp=-\tfrac12\Big[\varphi_D'\varphi_N-\varphi_N'\varphi_D\Big]_0^b .$$

The lower limit vanishes by parity, and $\varphi_N'(b)=0$. Thus, without approximation,

$$W_n=-\frac{\varphi_D'(b)\varphi_N(b)}{2\int_0^b\varphi_D\varphi_N\,dp}.\qquad(10)$$

For small $h$, near $b$, $\varphi_{N,D}=\chi(p)\pm\chi(P-p)$. These combinations meet the boundary conditions and reduce to $\chi$ towards the well. The integral is $\frac12$, half the norm. At $b$, $\varphi_N=2\chi$ and $\varphi_D'=2\chi'\simeq-(4/h)\chi$, so $W_n\simeq8\chi(b)^2/h$. With $u=\pi/2$, (7) gives $A=\sqrt2\,C$ and $S=4/h^2$. Hence

$$W_n\simeq\frac{16C^2}{h}e^{-8/h^2}
=\frac{2^{5n+4}}{\sqrt\pi\,n!}\,h^{-2n-1}e^{-8/h^2}.\qquad(11)$$

**The next term for $n=0$.** Put $A=C\sec(u/2)(1+\eta)$ and use $E=\frac12-h^2/32$ from (5). Keeping $\frac12A''$ now gives

$$\sin u\,\eta_u=\frac{h^2}{32}\left(2\sec^2\frac u2-1\right)-\frac{h^2}{32}=\frac{h^2}{16}\tan^2\frac u2 .$$

Dividing by $\sin u=2\sin(u/2)\cos(u/2)$ and integrating, $\eta=(h^2/32)\tan^2(u/2)+\eta_0$.

The constant $\eta_0$ comes from the well. There the oscillator ground state is multiplied by $1+h^2f$, where $-\frac12f''+pf'=p^4/24-1/32$ and $\langle f\rangle=0$. The solution is $f=p^4/96+p^2/32-3/128$. The first two terms are already contained in $e^{-S}\sec(u/2)$, so $\eta_0=-3h^2/128$.

At $b$ this gives $\eta=h^2/128$ and $\chi'/\chi=-(2/h)(1-h^2/8)$. The width is proportional to $\chi^2$ and to this slope, so (11) acquires the factor

$$\left(1+\frac{h^2}{64}\right)\left(1-\frac{h^2}{8}\right)=1-\frac{7h^2}{64}+O(h^4).\qquad(12)$$

## Second derivation: a chain of coupled wells

This route keeps $\delta$ general and uses neither the band edges nor (10). Equation (2) describes a chain of wells at $p=jP$. Let $\chi$, with energy $\bar E_n$ and parity $(-1)^n$, now be the normalised state of one well when the floors of the others are filled in up to a distance $L$ from their centres, with $1\ll L\ll h^{-1/2}$. The filling alters $\bar E_n$ by an amount with exponential factor $e^{-16/h^2+L^2}$, negligible beside $e^{-8/h^2}$.

Let $c_j$ be the amplitude in well $j$ and $s=p-jP$. In the barrier to the right, $\varphi$ is the sum of two decaying tails:

$$\varphi=c_j\chi(s)+(-1)^nc_{j+1}\chi(P-s).$$

The factor $(-1)^n$ appears because this is the left-hand tail of well $j+1$. Applying Green's identity to $\varphi$ and $\chi$ from $-s$ to $s$, with both ends in the barriers, gives

$$(E-\bar E_n)c_j=-\tfrac12\Big[\varphi'\chi-\varphi\chi'\Big]_{-s}^{s},\qquad(13)$$

since the overlap integral is $c_j$ to leading order. The well's own tail cancels in the bracket. For the neighbour's tail $G(s)=\chi(P-s)$, replace $u$ by $\pi-u$ in (7). The exponents add to $8/h^2$, and

$$G\chi=\frac{C^2e^{-8/h^2}}{\sin(u/2)\cos(u/2)}=\frac{2C^2e^{-8/h^2}}{\sin u}.$$

The slopes are $G'\simeq(2/h)\sin u\,G$ and $\chi'\simeq-(2/h)\sin u\,\chi$, so

$$G'\chi-G\chi'\simeq\frac4h\sin u\,G\chi=\frac{8C^2}{h}e^{-8/h^2}.$$

This does not depend on $s$, as it must not. At the left end, reflection reverses the derivative and the lower limit supplies another minus sign, so well $j-1$ contributes in the same way:

$$(E-\bar E_n)c_j=-(-1)^n\frac{4C^2}{h}e^{-8/h^2}(c_{j+1}+c_{j-1}).$$

By (3), $c_{j\pm1}=e^{\mp2\pi i\delta}c_j$. Therefore

$$E_n(\delta)\simeq\bar E_n-(-1)^n\frac{W_n}{2}\cos2\pi\delta,\qquad
W_n=\frac{16C^2}{h}e^{-8/h^2},\qquad(14)$$

which is (11) again, with the sign found in (9).

## What each derivation assumes

The first derivation separates exact statements from approximate ones. The identification of the offset range with a Mathieu band, the sign in (9) and formula (10) hold for every $h$ and $n$. Approximation enters when the wave functions are inserted. Equation (10) itself concerns the two symmetric grids and says nothing about the shape of the curve between them.

The second derivation yields that shape, but assumes from the start that the wells are weakly coupled and that one state per well suffices. It does not need reflection symmetry of the grid as a whole, since it treats all offsets alike. Both routes use the same barrier function (7) and its matching (8). Their agreement checks the coupling argument, not the amplitude $C$; that is tested by the grid eigenvectors themselves: at $h=0.2$ the normalised Fourier sum $\varphi_N(b)$ agrees with $2\sqrt2\,Ce^{-4/h^2}$ to within 0.6% for $n=0,1,2$.

The width (11) was derived at fixed $n$, and its relative error grows with $n$ even far below the barrier top: at $h=0.2$, where the top is at 50, the ratio of computed to leading width is 0.996, 0.983 and 0.963 for $n=0,1,2$. When $n$ grows like $1/h^2$, the computed ratio no longer approaches one but falls as $h$ decreases: for $nh^2=0.2$ it is 0.86 at $h=0.2$ and 0.65 at $h=0.1$, and for $nh^2=1$ it is 0.054 and $2.0\times10^{-5}$. The bands themselves stay exponentially narrow while the level lies below the top by a fixed fraction: for $nh^2=1$ the widths are $8.3\times10^{-40}$ and $2.3\times10^{-158}$. Because the levels are pushed down, the top is reached later than $n+\frac12=2/h^2$. At $E=2/h^2$ one has $\sqrt{2(E-V)}=(2/h)\cos(hp/2)$ for $|p|<\pi/h$, so the action of the closed orbit is $16/h^2$, and setting it equal to $2\pi(n+\frac12)$ gives $n+\frac12\approx8/(\pi h^2)$. Near that index the levels still fill Mathieu bands, but these are no longer exponentially narrow, and the picture of weakly coupled wells behind (14) fails.

The error of the cosine can be estimated from (6). The function $D(E)$ is entire of order $\frac12$, with simple zeros at $E_k(\frac14)$, so it is a constant times $\prod_k[1-E/E_k(\frac14)]$. At the zero $E_n(\frac14)$ this gives

$$\frac{D''}{D'}=2\sum_{k\ne n}\frac1{E_n(\frac14)-E_k(\frac14)} .$$

Solving $D'e+\frac12D''e^2=\pm2$ for the edges gives $e\simeq\pm2/D'-2D''/D'^3$. Since $W_n\simeq4/|D'|$, the mean of the edges differs from $E_n(\frac14)$ by

$$-\frac{2D''}{D'^3}\,\simeq\frac{W_n^2}{4}\sum_{k\ne n}\frac1{E_k(\frac14)-E_n(\frac14)}.\qquad(15)$$

The departure from the cosine is thus of second order in the width.

## A coarse grid in numbers

Take a model oscillator with $h=0.8$. Then $q=4/0.8^4=9.766$ and the barrier top is $2/0.64=3.125$. The computed levels, in $\hbar\omega$, are:

| $n$ | $\delta=0$ | $\delta=\frac14$ | $\delta=\frac12$ |
|---|---|---|---|
| 0 | 0.479062 | 0.479082 | 0.479101 |
| 1 | 1.391470 | 1.390706 | 1.389946 |
| 2 | 2.185714 | 2.197059 | 2.209315 |

The direction of change alternates with $n$, as (9) requires. For the ground level at $\delta=0$ the Mathieu value is $a=-13.54297$, and (4) returns $E=0.08\,(-13.54297+19.53125)=0.47906$.

The leading width (11) for $n=0$ is

$$W_0\simeq\frac{16}{0.8\sqrt\pi}\,e^{-12.5}=4.205\times10^{-5}\,\hbar\omega .$$

The computed width is $3.896\times10^{-5}\,\hbar\omega$, a ratio of 0.926; (12) predicts 0.930. For $n=1$ and $n=2$ the ratios are 0.725 and 0.449. On this grid the leading formula is a fair estimate for the ground level and a poor one for $n=2$.

The mean of the ground-level edges exceeds $E_0(\frac14)$ by $1.735\times10^{-9}\,\hbar\omega$. Taken over the levels of a grid with $|j|\le1500$, the sum in (15) is $4.568/\hbar\omega$. The omitted levels have $E\simeq x_j^2/2$ and add about $2\times(2/h^2)/1500\approx0.004/\hbar\omega$, so the full sum is $4.572/\hbar\omega$, which gives $(3.896\times10^{-5})^2\times4.572/4=1.735\times10^{-9}\,\hbar\omega$.

For the ground level, the error at $\delta=0$ and the offset width, both in $\hbar\omega$, vary with the spacing as follows:

| $h$ | $E_0(0)-\frac12$ | $W_0$ |
|---|---|---|
| 0.8 | $-2.09\times10^{-2}$ | $3.90\times10^{-5}$ |
| 0.5 | $-7.94\times10^{-3}$ | $2.22\times10^{-13}$ |
| 0.4 | $-5.05\times10^{-3}$ | $4.28\times10^{-21}$ |
| 0.2 | $-1.25\times10^{-3}$ | $6.22\times10^{-86}$ |

Halving $h$ from 0.4 to 0.2 divides the error by about four, in line with (5), while the width falls by 65 orders of magnitude. Shifting the grid detects the coupling across the zone boundary. The error (5) arises inside each momentum well, where the lattice kinetic energy bends below $p^2/2$, and it shows up when the spacing is changed.

## Calculated quantities

```
Energies in hbar*omega, lengths in oscillator length
Worked example: spacing h = 0.8 (oscillator length)
Mathieu q = 9.765625 (dimensionless)
barrier top 2/h^2 = 3.1250 hbar*omega
n, E at offsets 0, 1/4, 1/2 (hbar*omega)
0 0.479062252 0.479081730 0.479101211
1 1.391470305 1.390706132 1.389946270
2 2.185714008 2.197058587 2.209314801
n, Mathieu a at offsets 0, 1/2 (dimensionless)
0 -13.5429718 -13.5424849
1 -2.1378712 -2.1569216
2 7.7901751 8.0851850
n, exact width, leading formula (hbar*omega), ratio
0 3.89589e-05 4.20508e-05 0.92647
1 1.52404e-03 2.10254e-03 0.72485
2 2.36008e-02 5.25635e-02 0.44900
width from boundary formula, n=0,1 (hbar*omega): 3.89589e-05 1.52404e-03
n=0 edge mean minus E(1/4) = 1.7350e-09 hbar*omega
n=0 same from level sum = 1.7334e-09 hbar*omega
n=0 level sum = 4.568 1/(hbar*omega)
Ground level: h, E(0)-1/2, -h^2/32, exact width (hbar*omega)
1.0 -3.506485e-02 -3.125000e-02 2.66699e-03
0.8 -2.093775e-02 -2.000000e-02 3.89589e-05
0.5 -7.940726e-03 -7.812500e-03 2.22278e-13
0.4 -5.051570e-03 -5.000000e-03 4.27571e-21
0.2 -1.253149e-03 -1.250000e-03 6.21884e-86
Ground level: h, exact/leading width, 1-7h^2/64 (no unit)
1.0 0.880708 0.890625
0.8 0.926473 0.930000
0.5 0.972177 0.972656
0.4 0.982308 0.982500
0.2 0.995613 0.995625
n, exact/leading width at h=0.4, h=0.2, error order in h
0 0.98231 0.99561 2.012
1 0.93238 0.98312 2.002
2 0.85565 0.96333 1.977
n, exact/leading momentum function at h=0.4, h=0.2
0 0.997057 0.999274
1 0.983370 0.995929
2 0.926361 0.981762
largest Floquet-trace error at h=1 = 1.2e-10 (no unit)
largest band-edge error at h=0.8 = 4.2e-14 hbar*omega
```
